# Delay of optimally repeated wires: long-wire limit and first corrections

## 1. The decision

A timing calculation has to decide whether a signal can cross 1 mm of on-chip wire within one clock cycle or must be stored in a register on the way. At 3 GHz the cycle lasts 333 ps. For the wire treated here, a single strong driver needs about 820 ps, whereas a chain of well-placed repeaters needs about 130 ps. The first figure forces a register. The second leaves time for logic.

The wire has resistance \(r=10\) ohm/µm and capacitance \(c=0.2\) fF/µm. A unit repeater has output resistance \(R_0\), input capacitance \(C_0\) and output parasitic capacitance \(C_p\). A repeater of size \(h\) has \(R_0/h\), \(hC_0\) and \(hC_p\). We take \(R_0=10\,000\) ohm and \(C_0=C_p=0.1\) fF, so that \(R_0C_0=1\) ps.

Each repeater is modelled as a resistance in series with a source that switches abruptly when the repeater's input crosses half the supply. Delay is measured between half-supply crossings. Neighbouring wires are quiet, and inductance and vias are left out until Section 7.

## 2. Delay of one segment

For a segment of length \(l\) write

\[
R_d=R_0/h,\quad R=rl,\quad C=cl,\quad C_L=hC_0 .
\]

Let the far-end voltage \(v(t)\), in units of the supply, rise from 0 to 1 after the source steps. The voltage still missing at the far end is the sum of the drops along the path, \(1-v=\sum_j R_j i_j\). Over the whole transition, resistor \(j\) passes the charge that fills all capacitance downstream of it, so \(\int i_j\,dt=C_{\text{down},j}\). Therefore

\[
b_1\equiv\int_0^\infty(1-v)\,dt
=R_d(C+C_L+hC_p)+RC_L+\int_0^l rc\,(l-x)\,dx ,
\]

and the last integral is \(rcl^2/2=RC/2\).

If the response were a single exponential \(1-e^{-t/b_1}\), it would reach one half at \(t=b_1\ln2\approx0.69\,b_1\). This fixes the coefficient of the lumped products.

A bare distributed wire, stepped at \(x=0\) and open at \(x=l\), behaves differently. It obeys \(rc\,\partial_t v=\partial_x^2v\) with \(v(0,t)=1\) and \(\partial_xv(l,t)=0\). The missing voltage \(1-v\) expands in \(\sin k_nx\) with \(k_n=(2n+1)\pi/2l\). It equals 1 at \(t=0\), so the coefficients are

\[
\frac2l\int_0^l\sin k_nx\,dx=\frac{2}{lk_n}=\frac{4}{(2n+1)\pi}.
\]

Each mode decays at the rate \(k_n^2/rc\), and \(\sin k_nl=(-1)^n\). At the far end

\[
v(l,t)=1-\frac4\pi\sum_{n\ge0}\frac{(-1)^n}{2n+1}
\exp\!\left[-\frac{(2n+1)^2\pi^2}{4}\frac{t}{RC}\right].
\]

Keeping \(n=0\) and setting \(v=1/2\) gives \(t=(4/\pi^2)\ln(8/\pi)\,RC\approx0.379\,RC\). The full series gives 0.3787, which is rounded to 0.38.

The working formula joins the two limits:

\[
T=0.69R_d(C+C_L+hC_p)+0.69RC_L+0.38RC. \tag{1}
\]

It is an interpolation. When several terms are comparable it need not be accurate, and Section 6 finds its error.

## 3. Leading order for a long wire

Divide (1) by \(l\) and insert the definitions:

\[
\frac Tl=\frac{a}{l}+bl+0.69\left(\frac{R_0c}{h}+rC_0h\right),
\]
\[
a=0.69R_0(C_0+C_p),\qquad b=0.38\,rc .
\]

Length and size appear in separate terms. For positive \(x\), \(A/x+Bx=(\sqrt{A/x}-\sqrt{Bx})^2+2\sqrt{AB}\), so the minimum is \(2\sqrt{AB}\), reached at \(x=\sqrt{A/B}\). Applied to each pair,

\[
l_*=\sqrt{\frac{0.69R_0(C_0+C_p)}{0.38\,rc}},\qquad
h_*=\sqrt{\frac{R_0c}{rC_0}},
\]
\[
d=2\sqrt{0.69\cdot0.38\,R_0(C_0+C_p)\,rc}+1.38\sqrt{R_0C_0\,rc}. \tag{2}
\]

A wire of length \(L\gg l_*\) then has delay \(Ld\) at leading order. It grows linearly with \(L\), whereas the delay of a single long segment grows as \(L^2\).

For \(C_p=C_0\) the common factor \(\sqrt{R_0C_0rc}\) can be taken out:

\[
d=\left(2\sqrt{0.5244}+1.38\right)\sqrt{R_0C_0rc}=2.828\sqrt{R_0C_0rc}.
\]

**Numbers.** One ohm·fF is 1 fs, so \(rc=2\) fs/µm² and \(R_0C_0=1000\) fs. Hence \(\sqrt{R_0C_0rc}=\sqrt{2000}=44.72\) fs/µm, which is the same number in ps/mm. The result is

\[
d=2.828\times44.72=126.5\ \text{ps/mm},
\]

or 130 ps/mm to two figures. Without the output parasitic it would be 107.5 ps/mm.

The spacing is \(l_*=\sqrt{1380/0.76}=42.6\) µm and the size is \(h_*=\sqrt{2000}=44.7\). One segment therefore has \(R_d=223.6\) ohm, \(R=426.1\) ohm, \(C=8.52\) fF and \(C_L=hC_p=4.47\) fF. The three terms of (1) are 2.695, 1.315 and 1.380 ps, with sum 5.390 ps.

## 4. First correction in length: a whole number of segments

A real wire holds a whole number \(k\) of segments, each of length \(L/k\). The size terms add up to the same total for every \(k\), so \(h_*\) remains optimal. With \(n_*=L/l_*\) and \(l_*^2=a/b\), the part that depends on \(k\) is

\[
ak+\frac{bL^2}{k}=a\left(k+\frac{n_*^2}{k}\right)
=2an_*+a\,\frac{(k-n_*)^2}{k}.
\]

The term \(2an_*\) is already contained in \(Ld\). The total delay in this model is therefore

\[
D(k)=Ld+a\,\frac{(k-n_*)^2}{k}. \tag{3}
\]

Going from \(k\) to \(k+1\) segments changes \(D\) by \(a-an_*^2/[k(k+1)]\), so the extra segment pays when \(n_*^2>k(k+1)\). For wires longer than \(l_*\), the correction peaks at these crossovers. There \(n_*=\sqrt{k(k+1)}\), and it equals \(a(\sqrt{k+1}-\sqrt k)^2\), close to \(a/4n_*\) for large \(k\). Relative to \(Ld\), this envelope falls as \(1/L^2\).

For \(L=1\) mm, \(n_*=23.47\) and \(a=1.38\) ps. The best count is 23, and the correction is \(1.38\times0.47^2/23\approx0.01\) ps. If the repeaters invert and the signal must keep its polarity, 24 segments cost about 0.02 ps instead. Rounding the count is harmless here.

## 5. The opposite limit: short wires

Setting \(k=1\) gives

\[
D(1)=a+1.38\sqrt{R_0C_0rc}\,L+bL^2 .
\]

As \(L\to0\) this tends to \(a=1.38\) ps, the time a repeater needs to charge its own parasitic and an equal repeater's input. A delay per millimetre is then meaningless, because \(D/L\) diverges. By the crossover condition, two segments beat one when \(n_*>\sqrt2\), that is, for \(L\) above about 60 µm.

At \(L=1\) mm with the same repeater size, the three terms are 1.4, 61.7 and 760 ps. Their sum is the 823 ps that made the undivided wire too slow.

## 6. First correction to the rate: the second time constant

The weaker point is formula (1) itself, which treats a network with several time constants as a sum of independent delays. The smallest model that shows the effect puts half the wire capacitance at each end of \(R\):

\[
C_1=hC_p+C/2,\qquad C_2=C_L+C/2 .
\]

The node voltages obey

\[
C_1\dot v_1=\frac{1-v_1}{R_d}-\frac{v_1-v_2}{R},\qquad
C_2\dot v_2=\frac{v_1-v_2}{R}.
\]

The second equation gives \(v_1=v_2+RC_2\dot v_2\). It also shows that the current through \(R\) is \(C_2\dot v_2\). Multiplying the first equation by \(R_d\) and substituting both,

\[
b_2\ddot v_2+b_1\dot v_2+v_2=1,
\]
\[
b_1=R_d(C_1+C_2)+RC_2,\qquad b_2=R_dRC_1C_2 .
\]

This \(b_1\) is the same as in Section 2. A trial solution \(e^{-t/\tau}\) of the homogeneous equation requires \(\tau^2-b_1\tau+b_2=0\), so \(\tau_1+\tau_2=b_1\) and \(\tau_1\tau_2=b_2\). With \(v_2=\dot v_2=0\) at the start,

\[
v_2=1-\frac{\tau_1e^{-t/\tau_1}-\tau_2e^{-t/\tau_2}}{\tau_1-\tau_2}.
\]

Let \(\tau_2\) be the smaller time and \(\epsilon=\tau_2/\tau_1\). By the half-swing time the fast exponential has almost vanished. Dropping it leaves \(e^{-t/\tau_1}=(1-\epsilon)/2\), so

\[
t_{50}\simeq\tau_1\left[\ln2-\ln(1-\epsilon)\right]
=\tau_1\left(\ln2+\epsilon+\tfrac12\epsilon^2+\dots\right).
\]

Since \(\tau_1=b_1-\tau_2\) and \(\tau_1\epsilon=\tau_2\),

\[
t_{50}\simeq b_1\ln2+(1-\ln2)\,\tau_2+\frac{\tau_2^2}{2\tau_1}+\dots \tag{4}
\]

The leading term is the single-exponential delay. The first correction is positive: the far end starts late, because the near capacitance must charge first.

**Numbers.** Here \(C_1=C_2=4.47+4.26=8.73\) fF. Then \(b_1=7.63\) ps and \(b_2=7.27\) ps², which give \(\tau_1=6.51\) ps, \(\tau_2=1.12\) ps and \(\epsilon=0.17\). The terms of (4) are 5.29, 0.34 and 0.10 ps, with sum about 5.7 ps. Solving the two-exponential equation in full gives 5.72 ps, or about 134 ps/mm.

Formula (1) gives 5.39 ps. Replacing \(0.5\ln2=0.347\) by 0.38 in the distributed term supplies only about 0.12 ps of the correction, and rounding \(\ln2\) down to 0.69 takes back 0.02 ps.

A much finer division of the wire, into 60 sections, gives 134.4 ps/mm for the same design. The estimate (2) is thus 6% low relative to this finer solution of the same linear circuit. Optimizing the fine ladder directly moves the spacing to 43.2 µm and the size to 42.4, but leaves the delay at 134.4 ps/mm to the digits shown. The design rule is good even though the delay it predicts is slightly low. Both values round to 130 ps/mm.

## 7. Scaling, sensitivity and real wires

The square-root law does not depend on formula (1). Set \(l=\lambda\sqrt{R_0C_0/rc}\) and \(h=\eta\sqrt{R_0c/rC_0}\). Then

\[
R_dC=\frac{\lambda}{\eta}R_0C_0,\quad RC_L=\lambda\eta R_0C_0,\quad RC=\lambda^2R_0C_0,
\]

while \(R_dC_L=R_0C_0\) and \(R_dhC_p=R_0C_p\). Every time constant is \(R_0C_0\) times a function of \(\lambda\), \(\eta\) and \(C_p/C_0\). The optimal delay per length of the linear circuit is therefore a pure number times \(\sqrt{R_0C_0rc}\). For \(C_p=C_0\) the fine ladder gives \(134.4/44.72\approx3.0\) for that number, in place of 2.83.

If \(r\) or \(c\) changes by a small fraction, the re-optimized delay changes by half that fraction. The same holds in a fixed optimal layout, because at a minimum small errors in \(l\) and \(h\) cost nothing to first order. Larger errors in spacing do cost. With \(h\) fixed, doubling \(l\) turns \(a/l+bl=2\sqrt{ab}\) into \(2.5\sqrt{ab}\) and raises the delay given by formula (1) from 126.5 to 142.7 ps/mm, or 13%; for the distributed line solved without that formula the rise is about 11%. In return, the repeater capacitance \(h(C_0+C_p)/l\) falls from 0.210 to 0.105 fF/µm. At the delay optimum the repeaters load the supply about as much as the wire does, so reducing their capacitance is worth considering when energy matters. Wider spacing alone is not the cheapest way to do it: in formula (1), \(l=60\) µm with smaller repeaters of size \(h=31.5\) gives the same 0.105 fF/µm for only about 6% more delay.

The parameters are rough values for an intermediate-level wire in an advanced logic process. The choice \(R_0C_0=1\) ps implies a fan-out-of-four delay of \(0.69R_0(4C_0+C_p)\approx3.5\) ps for a step input, which is on the fast side; a slower repeater raises the delay per length as \(\sqrt{R_0C_0}\). With an effective resistivity of 4 µohm cm and a height twice the width, 10 ohm/µm corresponds to a width of about 45 nm. At 0.7 V and one transition per ten cycles, the average rectified current density is 0.07 MA/cm². Joule heating depends instead on the rms value, which is much higher because the current flows in short pulses: about 1 MA/cm² where it enters the wire. Real circuits break several assumptions. The changes below are computed one at a time in the ladder, at the fixed design of Section 3 and relative to its 134.4 ps/mm; the inputs are rough.

- **Neighbours switching the opposite way: +29%.** If the neighbours switch at the same moment with mirror-image waveforms, the voltage across the coupling capacitance changes by twice the supply, which doubles that part of \(c\). If the coupling capacitance is 0.6 of the total, \(c\) rises by 60%. Identical neighbours that switch about 1 ps late cost slightly more, about +30%.
- **A wire hotter by 80 K: +12%.** At 0.3% per kelvin, \(r\) rises by 24%. This is a high estimate for a narrow copper line, where surface and grain-boundary scattering adds resistance that hardly depends on temperature. If all the excess of 4 µohm cm over bulk copper came from such scattering, the coefficient would be about 0.16% per kelvin and the delay would rise by about 7%.
- **Via stacks of 20 ohm at each end of a segment: +4.7%.**
- **Finite repeater gain: +3.7%.** The source follows a smooth tanh-shaped function of the input, with slope 5 at mid-supply, instead of switching abruptly. The figure belongs to this model: slope 3 gives +9% and slope 10 gives +1%. It does not capture how a transistor responds to a slow input. A transistor conducts only above a threshold and its current saturates. For inverters modelled that way (threshold 0.3 to 0.35 of the supply, matched to the same step-input delay into a lumped load), a chain runs at about 170 to 180 ps/mm, 25 to 35% above 134.4. An \(R_0\) fitted to measured chain delays already contains part of this penalty.

Multiplying the four factors, as if they acted independently, gives about 210 ps/mm. This is a rough guide within the switched-resistor model, not a computed result for real repeaters. Replacing the 3.7% by the 25 to 35% of the threshold model raises it to roughly 250 to 270 ps/mm. That still fits within the 333 ps cycle, though with little time left for logic.

Inductance matters little here. For relative permittivity 3, the time of flight is 5.8 ps/mm and the lossless line impedance is \(Z_0=28.9\) ohm. With inductance \(L'\) per length, the propagation constant at high frequency is \(\sqrt{(r+sL')sc}\simeq s\sqrt{L'c}+r/2Z_0\), so a wavefront shrinks by \(e^{-R/2Z_0}=e^{-7.4}\) over one segment. The signal arrives by diffusion. On a wide, thick wire with \(R\) comparable to \(2Z_0\) a sizeable part of the front would survive, and the RC estimate would have to be checked against a model that includes inductance.

The main values used here are listed in the numerical output below.

## Calculated quantities

```
wire resistance r: 10.0 ohm/um
wire capacitance c: 0.2 fF/um
unit repeater R0: 10000 ohm
unit input capacitance C0: 0.1 fF
unit output parasitic Cp: 0.1 fF
R0*C0: 1.00 ps
r*c: 2.00 fs/um^2
sqrt(R0*C0*r*c): 44.72 ps/mm
distributed coefficient, series: 0.3787
lumped coefficient, ladder limit: 0.6937
optimal segment length: 42.61 um
optimal repeater size: 44.72 units
repeater output resistance: 223.6 ohm
repeater input capacitance: 4.47 fF
segment wire resistance: 426.1 ohm
segment wire capacitance: 8.52 fF
driver term: 2.695 ps
wire-into-load term: 1.315 ps
distributed wire term: 1.380 ps
segment delay: 5.390 ps
OPTIMAL DELAY, formula: 126.5 ps/mm
prefactor of sqrt(R0*C0*r*c): 2.828
same without output parasitic: 107.5 ps/mm
ladder delay at formula design: 134.4 ps/mm
ladder delay at its own optimum: 134.4 ps/mm
ladder optimal length: 43.2 um
ladder optimal size: 42.4 units
best whole number of segments in 1 mm: 23
delay with that number: 126.50 ps/mm
delay at doubled spacing: 142.7 ps/mm
1 mm wire in one segment, same repeater: 823 ps
repeater capacitance per wire length: 0.210 fF/um
sensitivity dln(delay)/dln(r), fixed layout: 0.500
sensitivity dln(delay)/dln(c), fixed layout: 0.500
assumed repeater voltage gain (rough): 5
delay change from finite gain: 3.7 %
assumed via stack at each end (rough): 20 ohm
delay change from vias: 4.7 %
assumed resistance rise (rough): 0.3 %/K
assumed temperature rise: 80 K
delay change from hot wire: 12.1 %
assumed coupled part of c (rough): 0.6
delay change, neighbours opposed: 29.0 %
assumed relative permittivity (rough): 3.0
time of flight: 5.78 ps/mm
lossless line impedance: 28.9 ohm
damping ratio R/(2 Z0) of a segment: 7.4
assumed effective resistivity (rough): 4.0 uohm cm
assumed height/width: 2.0
implied wire width: 45 nm
assumed supply: 0.7 V
assumed clock: 3.0 GHz
assumed transitions per clock cycle: 0.1
average rectified current density: 0.068 MA/cm2
```
